# Effective through-thickness modulus of a two-layer porous dielectric film

## Problem

A porous dielectric film 200 nm thick consists of two bonded sublayers, each $d=100$ nm thick. The upper one is soft, with longitudinal modulus $M_1=4$ GPa. The lower one is denser, with $M_2=12$ GPa. Both have Poisson ratio $\nu=0.25$. The film is very wide compared with its thickness and is bonded between two flat, rigid faces. A pressure $p=12$ MPa is applied slowly, normal to the film.

What single longitudinal modulus describes the whole film, and by how much do its two faces approach each other?

Compressive stress and compressive strain are counted positive throughout. The longitudinal modulus is the ratio of normal stress to normal strain when the material can't move sideways. The film is taken to be linear elastic and each sublayer to be uniform and isotropic.

## A tempting solution

Half of the film has a modulus of 4 GPa and half has 12 GPa. If the film is compressed by a strain $\varepsilon$, the stress is $M_1\varepsilon$ in one half and $M_2\varepsilon$ in the other. The average stress is

$$
\bar\sigma=\tfrac12 M_1\varepsilon+\tfrac12 M_2\varepsilon
=\frac{M_1+M_2}{2}\,\varepsilon ,
$$

so the effective modulus appears to be the arithmetic mean,

$$
M_{\rm A}=\frac{4+12}{2}\ \text{GPa}=8\ \text{GPa}.
$$

With total thickness $h=2d=200$ nm, the shortening would be

$$
\frac{ph}{M_{\rm A}}
=\frac{0.012\ \text{GPa}\times 200\ \text{nm}}{8\ \text{GPa}}
=0.300\ \text{nm}.
$$

## Where it fails

Consider the soft sublayer alone. Under 12 MPa its strain is $0.012/4=0.0030$, and its shortening is $0.0030\times100$ nm $=0.300$ nm. This already uses up the whole shortening predicted for the film. Nothing is left for the lower sublayer, which carries the same load and is not rigid. The predicted film is therefore too stiff.

The fault is the use of one strain $\varepsilon$ for both sublayers. Bonding makes the displacement continuous across the interface: the bottom of the upper sublayer moves with the top of the lower one. It doesn't make the normal strain, which is the rate of change of displacement with height, equal on the two sides.

Equal strains would also break the balance of forces. Suppose both sublayers had a strain of 0.0020. Their stresses would be

$$
4\ \text{GPa}\times0.0020=8\ \text{MPa},
\qquad
12\ \text{GPa}\times0.0020=24\ \text{MPa}.
$$

A thin slice containing the interface would be pushed down with 8 MPa and up with 24 MPa. It could not stay at rest. The interface would rise, compressing the soft sublayer further and relieving the stiff one, until the two stresses agreed.

## The right solution

### Stress and strain in one sublayer

Let $z$ be the direction through the thickness, and let $E$ be Young's modulus. Hooke's law for an isotropic material gives

$$
\varepsilon_x=\frac{\sigma_x-\nu(\sigma_y+\sigma_z)}{E},
\qquad
\varepsilon_z=\frac{\sigma_z-\nu(\sigma_x+\sigma_y)}{E}.
$$

Far from the edges of the wide film, the rigid faces prevent sideways motion, so $\varepsilon_x=\varepsilon_y=0$. The two lateral directions are equivalent, so $\sigma_x=\sigma_y$. The first equation becomes

$$
0=\sigma_x-\nu\sigma_x-\nu\sigma_z
\quad\Longrightarrow\quad
\sigma_x=\frac{\nu}{1-\nu}\,\sigma_z .
$$

Putting this into the second equation gives

$$
\varepsilon_z=\frac{\sigma_z-2\nu\sigma_x}{E}
=\frac{\sigma_z}{E}\left(1-\frac{2\nu^2}{1-\nu}\right)
=\frac{\sigma_z}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}.
$$

Since $1-\nu-2\nu^2=(1+\nu)(1-2\nu)$, the longitudinal modulus is

$$
M=\frac{\sigma_z}{\varepsilon_z}
=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)} .
$$

For $\nu=0.25$ the factor multiplying $E$ is $0.75/(1.25\times0.5)=1.2$. The sublayers therefore have Young's moduli $4/1.2=3.33$ GPa and $12/1.2=10.0$ GPa. The longitudinal modulus is larger because the lateral stress opposes the compression.

### Joining the sublayers

Take a thin slice of area $A$ containing the interface. The upper sublayer pushes it down with force $\sigma_1A$, and the lower one pushes it up with force $\sigma_2A$. In the uniform interior of the film there is no vertical shear on the sides of the slice. Under slow loading its acceleration is negligible, so $\sigma_1=\sigma_2$. The same balance at the top face fixes the common value as $p$. Hence

$$
\varepsilon_1=\frac{p}{M_1},
\qquad
\varepsilon_2=\frac{p}{M_2}.
$$

The lateral stresses need not agree across the interface. They act on vertical surfaces and do not enter the vertical balance of this slice. Poisson's ratio therefore plays no further part once $M_1$ and $M_2$ are given.

The bond leaves no gap, so the shortenings add:

$$
u=d\varepsilon_1+d\varepsilon_2
=pd\left(\frac1{M_1}+\frac1{M_2}\right).
$$

The effective modulus is the applied stress divided by the mean strain $u/h$:

$$
M_{\rm eff}=\frac{p}{u/h}=\frac{ph}{u}
=\frac{2pd}{pd\,(1/M_1+1/M_2)}
=\frac{2}{1/M_1+1/M_2}
=\frac{2M_1M_2}{M_1+M_2}.
$$

This is the harmonic mean. For the given film,

$$
M_{\rm eff}=\frac{2\times4\times12}{4+12}\ \text{GPa}=6\ \text{GPa}.
$$

The strains are $0.012/4=0.0030$ and $0.012/12=0.0010$. The corresponding shortenings are 0.300 nm and 0.100 nm, so the faces approach by

$$
u=0.300\ \text{nm}+0.100\ \text{nm}=0.400\ \text{nm}.
$$

The mean strain is $0.400/200=0.0020$, and $0.012\ \text{GPa}/0.0020=6$ GPa, as required. The soft sublayer has half the thickness but supplies three quarters of the shortening. These displacements are comparable with the distance between neighbouring atoms; in a continuum description they are averages over the area of the film.

A finite-element solution of the two-dimensional elastic equations, with sideways motion blocked at the ends, also gives 6.0000 GPa and a soft-layer share of 0.7500. Changing the Poisson ratios to 0.10 and 0.35 while holding $M_1$ and $M_2$ fixed leaves the modulus at 6.0000 GPa. The numerical output follows the text.

## The same result from energy

The energy shows why the equal-strain assumption errs on the stiff side. Hold the total shortening $u$ fixed, and let $s$ be the part taken by the soft sublayer. The strains are then $s/d$ and $(u-s)/d$. A sublayer stores energy $\tfrac12M_i\varepsilon_i^2$ per volume, hence $\tfrac12dM_i\varepsilon_i^2$ per area, so

$$
U(s)=\frac{1}{2d}\left[M_1s^2+M_2(u-s)^2\right].
$$

Its derivative is

$$
\frac{dU}{ds}=\frac{M_1s}{d}-\frac{M_2(u-s)}{d}
=\sigma_1-\sigma_2 .
$$

The energy is stationary when the stresses are equal. The second derivative, $(M_1+M_2)/d$, is positive, so this is the minimum. Solving $M_1s=M_2(u-s)$ gives

$$
s=\frac{M_2}{M_1+M_2}\,u=\frac{12}{16}\,u=0.75\,u ,
$$

the same division as before.

At the minimum, the stored energy equals the work done as the pressure rises in proportion to the shortening:

$$
U_{\min}=\tfrac12pu
=\tfrac12(12\times10^6\ \text{Pa})(0.400\times10^{-9}\ \text{m})
=2.4\ \text{mJ/m}^2 .
$$

Forcing equal strains at the same total shortening means $s=u/2$. The energy is then

$$
U(u/2)=\frac{(M_1+M_2)u^2}{8d}=3.2\ \text{mJ/m}^2 .
$$

The ratio $3.2/2.4$ equals $8/6$, the ratio of the two moduli. The arithmetic mean thus measures the energy stored when an additional force holds the interface in the wrong place. The two faces then carry different pressures, 8 and 24 MPa at a mean strain of 0.0020, and only their average, 16 MPa, corresponds to 8 GPa.

The size of the error follows by subtraction:

$$
M_{\rm A}-M_{\rm eff}
=\frac{(M_1+M_2)^2-4M_1M_2}{2(M_1+M_2)}
=\frac{(M_1-M_2)^2}{2(M_1+M_2)} .
$$

Here it is $64/32=2$ GPa. It is never negative for positive moduli, and it vanishes when the sublayers are equally stiff. For a small difference in modulus it is of second order in that difference, so the two means then nearly agree.

## Limits and a second arrangement

If the lower sublayer becomes rigid, $M_2\to\infty$, the effective modulus tends to $2M_1=8$ GPa. All the shortening then occurs in the soft half. This explains the warning sign found earlier: for these particular moduli, the tempting answer of 8 GPa is the value that belongs to a rigid lower sublayer. However stiff that sublayer is made, it cannot raise the film above $2M_1$. The arithmetic mean would grow without limit.

If instead $M_1\to0$ at fixed $M_2$, the effective modulus tends to $2M_1$ and so to zero. A very soft sublayer of finite thickness makes the whole stack soft, because the full load must pass through it.

The arithmetic mean is right for a different geometry. Let the two materials stand side by side, each occupying area $A/2$ and the full height, under one rigid plate. Suppose each is kept at its own width. The plate gives both the same strain, and their forces add:

$$
F=\frac A2M_1\varepsilon+\frac A2M_2\varepsilon,
\qquad
\frac{F}{A\varepsilon}=\frac{M_1+M_2}{2}=8\ \text{GPa}.
$$

In the stack the stress is shared and the shortenings add. In this second arrangement the strain is shared and the forces add.

## A thin weak layer

The series argument extends to any number of layers. Each layer carries $p$ and shortens by $pd_i/M_i$, so

$$
M_{\rm eff}=\frac{h}{\sum_i d_i/M_i},
\qquad h=\sum_i d_i .
$$

Suppose that processing has left a damaged layer 5 nm thick at the interface, with an assumed modulus of 2 GPa. The value is chosen to illustrate a weak layer; real process damage can also densify and stiffen a porous film. Keep the total at 200 nm by reducing each original sublayer to 97.5 nm. Then

$$
\sum_i\frac{d_i}{M_i}
=\frac{97.5}{4}+\frac{5}{2}+\frac{97.5}{12}
=24.375+2.5+8.125
=35.0\ \text{nm/GPa},
$$

and $M_{\rm eff}=200/35.0=5.71$ GPa. The damaged layer is 2.5% of the thickness but supplies about 7% of the total compliance $\sum_i d_i/M_i$. It lowers the modulus by about 5% relative to 6 GPa.

## How far the idealizations matter

**Free side faces.** Near a free edge the material can bulge, and the lateral support is partly lost. For a long strip with free sides, bonded between rigid plates, finite elements give a modulus about 1% below 6 GPa at a width of 2 µm and about 0.5% below at 4 µm. The loss halves when the width doubles, as expected if each edge affects a zone whose width is set by the film thickness. Scaling on this basis gives about 0.02% for a strip 100 µm wide.

**A base that stretches.** Let the film lie on a copper base that is free to expand sideways, with rough values $E=120$ GPa and $\nu=0.34$. Under the pressure the base extends laterally by

$$
e=\frac{0.34\times0.012}{120}=3.4\times10^{-5}.
$$

Assume that the upper face no longer holds the film sideways, so that the film follows this extension through its whole thickness, and neglect its reaction on the base. The lateral compressive strain in the film is then $-e$ instead of zero. With the film's own $E$ and $\nu$, Hooke's law gives

$$
\sigma_x=\frac{\nu p-Ee}{1-\nu},
\qquad
\varepsilon_z=\frac{p-2\nu\sigma_x}{E}
=\frac pM+\frac{2\nu}{1-\nu}\,e .
$$

For $\nu=0.25$ the added strain is $\tfrac23e=2.3\times10^{-5}$ in both sublayers. The mean strain rises slightly above 0.0020, and the apparent modulus falls to 5.93 GPa, about 1% below the rigid-base value.

**Nonlinear response.** As an assumed example, let the stress be $M\varepsilon(1-5\varepsilon)$ in each sublayer. Solving for the two strains at 12 MPa gives an apparent modulus of 5.92 GPa, again about 1% lower. The coefficient 5 serves to show the scale of the effect and is not a measured property. Crushing of the pores is a separate matter. The pressure is 4% of a rough hardness of 300 MPa for the soft sublayer, so widespread crushing is not expected on this estimate. A local contact could raise the stress well above the mean pressure.

**Rapid loading.** With densities of 1.1 and 1.5 g/cm³, the lowest thickness resonance is 3.43 GHz when the base is held and the top is free. For loading at frequency $f$ well below this resonance $f_0$, the relative inertial correction is of order $(f/f_0)^2$. At 1 MHz that is about $10^{-7}$, provided that $p$ is the pressure at the film's own upper face. The inertia of a plate or wafer pressing on the film is not included. It lowers the resonance of the assembly and can make the correction larger by several powers of ten. The static result does not carry over to a short acoustic pulse timed through the film. Sound travels through a sublayer at speed $\sqrt{M_i/\rho_i}$, so the transit time is $\sum_i d_i\sqrt{\rho_i/M_i}$. This depends on the densities and is a different average from $\sum_i d_i/M_i$.

## Comparison with real low-k films

The chosen moduli and densities lie in the rough range of porous organosilicate dielectrics, with the lower sublayer representing a denser, stiffer film. The pressure is far from typical of polishing, where the nominal value is roughly tens of kPa. It was chosen to give easily read strains, and in the linear model it does not affect the modulus. The moduli should be those at the temperature of use; if heating multiplies both by the same factor, $M_{\rm eff}$ is multiplied by that factor too.

An assumption that fails in a finished interconnect is that of a continuous, wide dielectric. If copper columns of full height filled half the area and shared the strain of the film, a rough estimate would be $\tfrac12(120+6)=63$ GPa, about ten times the value for the film alone. This uses copper's Young's modulus, as suits columns that are narrow compared with their height. It is somewhat low even for these, because it neglects the film's resistance to their sideways expansion and their tendency to equalize the strains in the two sublayers; with both effects included, narrow round columns give about 68 GPa. For wide copper regions held sideways by the bonded faces, copper's longitudinal modulus of about 185 GPa applies, and the estimate rises to about 95 GPa. This limit is approached only when the copper regions are many times wider than the film is thick; round columns 0.2, 2 and 10 µm across give roughly 71, 90 and 94 GPa. The 6 GPa result therefore describes an unpatterned film or a wide region without metal, and should not be used for the patterned layer as a whole.

## Values computed for the example and the checks

```
Soft, stiff longitudinal modulus: 4.0, 12.0 GPa
Poisson ratio of both layers: 0.25
Soft, stiff Young's modulus: 3.33, 10.00 GPa
Thickness of each layer, of film: 100, 200 nm
Pressure: 12.0 MPa
Soft, stiff strain: 0.0030, 0.0010
Soft, stiff shortening: 0.300, 0.100 nm
Total shortening: 0.400 nm
Mean strain: 0.0020
Effective modulus, formula: 6.0000 GPa
Effective modulus, finite elements: 6.0000 GPa
Same, Poisson ratios 0.10 and 0.35: 6.0000 GPa
Soft share of shortening, finite elements: 0.7500
Arithmetic mean modulus: 8.0000 GPa
Shortening predicted by arithmetic mean: 0.300 nm
Equal-strain stress in soft layer: 8.0 MPa
Equal-strain stress in stiff layer: 24.0 MPa
Minimum elastic energy: 2.400 mJ/m^2
Equal-strain elastic energy: 3.200 mJ/m^2
Side-by-side modulus, finite elements: 8.0000 GPa
Free-side loss, strip 2 um wide: 1.03 %
Free-side loss, strip 4 um wide: 0.51 %
Free-side loss scaled to 100 um: 0.021 %
Damaged layer: 5 nm thick, modulus 2.0 GPa
Effective modulus with damaged layer: 5.714 GPa
Rough copper Young's modulus: 120 GPa
Rough copper Poisson ratio: 0.34
Lateral extension of free copper base: 3.40e-05
Apparent modulus on free copper base: 5.933 GPa
Assumed softening coefficient: 5.0
Apparent modulus with softening: 5.924 GPa
Rough hardness of soft layer: 300 MPa
Pressure / hardness: 0.040
Soft, stiff density: 1.1, 1.5 g/cm^3
Lowest thickness resonance: 3.43 GHz
Loading frequency for estimate: 1.0 MHz
Inertia, order (f/f0)^2: 8.5e-08
```
